# Equivalent peak-temperature time of a parabolic spike anneal

**Question.** A silicon wafer passes through a spike anneal that peaks at 1050 °C. Near the peak its temperature follows a parabola in time with curvature coefficient 200 K/s². For how long would the wafer have to be held at the peak temperature to give the same diffusion, if the diffusivity has an activation energy of 3.5 eV? How does this time change with the activation energy, the peak temperature and the sharpness of the spike?

**Answer.**

## What the equivalent time means

The dopant profile near a contact sets the width of the barrier that carriers must cross, so it matters how far dopants move while they are being activated. Let \(C(x,t)\) be the dopant concentration, and let the diffusivity depend on time through the temperature alone:

\[
\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2 C}{\partial x^2},\qquad D(T)=D_0\,e^{-E/kT}.
\]

Here \(T\) is the absolute temperature and \(k\) is Boltzmann's constant. Define a new clock \(s(t)=\int_{-\infty}^{t}D(T(t'))\,dt'\). Since \(ds/dt=D\), the chain rule gives \(\partial C/\partial t=D\,\partial C/\partial s\). The factor \(D\) cancels:

\[
\frac{\partial C}{\partial s}=\frac{\partial^2 C}{\partial x^2}.
\]

The temperature history has left the equation. The final profile depends on the history through the total \(\int D\,dt\), and an isothermal anneal at the peak temperature \(T_p\) gives the same profile if it lasts for

\[
t_{\rm eq}=\int\frac{D(T(t))}{D(T_p)}\,dt=\int \exp\!\left[-\frac{E}{k}\left(\frac1{T(t)}-\frac1{T_p}\right)\right]dt .
\]

The prefactor \(D_0\) has dropped out. The equivalence needs boundary conditions that do not change with temperature on the clock \(s\): a profile far from any surface, a reflecting surface, or a fixed surface concentration. It fails near a surface that loses dopant with an activation energy different from that of \(D\), or whose concentration follows the temperature. A first-order reaction, \(dn/dt=-\nu e^{-E/kT}n\) with constant \(\nu\), has the same equivalent time, because its solution depends on the integrated rate in the same way. An equilibrium quantity, such as the solubility of a dopant, is a function of temperature and is not described by this time.

## The estimate

The coefficient is taken to multiply \(t^2\) directly:

\[
T(t)=T_p-a t^2,\qquad a=200\ \mathrm{K/s^2},\qquad T_p=1323.15\ \mathrm K .
\]

The second derivative then has magnitude \(2a=400\) K/s². This convention affects the answer and is taken up again below.

Write \(\theta=at^2\) for the drop below the peak. Over a common denominator,

\[
\frac1{T_p-\theta}-\frac1{T_p}=\frac{T_p-(T_p-\theta)}{T_p(T_p-\theta)}=\frac{\theta}{T_p(T_p-\theta)} .
\]

Near the peak \(\theta\ll T_p\), and the denominator may be replaced by \(T_p^2\). The weight in the integral becomes

\[
e^{-\theta/\theta_w},\qquad \theta_w=\frac{kT_p^2}{E}.
\]

The temperature window \(\theta_w\) is the drop that lowers the rate by a factor \(e\) in this approximation. With \(kT_p=0.11402\) eV,

\[
\theta_w=\frac{0.11402}{3.5}\times1323.15\ \mathrm K=43.1\ \mathrm K .
\]

A strongly activated process thus senses a small part of the temperature cycle. Inserting \(\theta=at^2\) turns the weight into a Gaussian in time, \(e^{-t^2/\tau^2}\), with

\[
\tau=\sqrt{\frac{\theta_w}{a}}=\sqrt{\frac{43.1}{200}}\ \mathrm s=0.464\ \mathrm s .
\]

The Gaussian is negligible far from the peak, so the limits may be extended to infinity. Using \(\int_{-\infty}^{\infty}e^{-t^2/\tau^2}dt=\sqrt\pi\,\tau\), we obtain the leading estimate

\[
t_L=\sqrt\pi\,\tau=T_p\sqrt{\frac{\pi k}{E a}}=1.772\times0.464\ \mathrm s=0.82\ \mathrm s .
\]

If 200 K/s² were instead the magnitude of the second derivative, \(a\) would be 100 K/s² and the estimate would be longer by \(\sqrt2\), namely 1.16 s. The figure of 0.82 s belongs to the form \(T_p-at^2\).

## How good is the estimate?

The approximation replaced \(T_p-\theta\) by \(T_p\) and so made the exponent too small in magnitude. The estimate must therefore be too long. To find by how much, keep the full exponent and define

\[
\varepsilon=\frac{kT_p}{E}=0.0326,\qquad t=\sqrt{\frac{T_p}{a}}\,\frac{y}{\sqrt{1+y^2}} .
\]

This substitution is chosen to make the exponent quadratic. It gives \(\theta=T_p\,y^2/(1+y^2)\) and \(T_p-\theta=T_p/(1+y^2)\), so that \(\theta/(T_p-\theta)=y^2\) and

\[
\frac Ek\,\frac{\theta}{T_p(T_p-\theta)}=\frac{y^2}{\varepsilon}.
\]

The time element follows from the product rule:

\[
\frac{dt}{dy}=\sqrt{\frac{T_p}{a}}\left[\frac1{(1+y^2)^{1/2}}-\frac{y^2}{(1+y^2)^{3/2}}\right]=\sqrt{\frac{T_p}{a}}\,\frac1{(1+y^2)^{3/2}} .
\]

As \(y\) runs over the real line, \(t\) covers the whole parabola down to absolute zero. Hence

\[
t_{\rm eq}=\sqrt{\frac{T_p}{a}}\int_{-\infty}^{\infty}\frac{e^{-y^2/\varepsilon}}{(1+y^2)^{3/2}}\,dy .
\]

A real wafer stops at room temperature, but this makes no visible difference. At 300 K, \(\theta/(T_p-\theta)\approx1023/300\approx3.4\), and the exponent is about \(-3.4/0.0326\approx-105\).

The integral has a name. With \(u=y^2\) it becomes \(\int_0^\infty u^{-1/2}(1+u)^{-3/2}e^{-u/\varepsilon}du\), which is \(\sqrt\pi\,U(\tfrac12,0,1/\varepsilon)\), where \(U\) is Tricomi's confluent hypergeometric function. The size of the error can be found without it. For \(u\ge0\) the function \((1+u)^{-3/2}\) does not exceed 1. It is also convex, so it lies on or above its tangent at \(u=0\):

\[
1-\tfrac32y^2\le(1+y^2)^{-3/2}\le1 .
\]

Equality holds at \(y=0\) alone. The Gaussian integral without further factors is \(\sqrt{\pi\varepsilon}\), and \(\sqrt{T_p/a}\,\sqrt{\pi\varepsilon}=t_L\). The mean of \(y^2\) under this Gaussian is \(\varepsilon/2\). Therefore

\[
t_L\left(1-\tfrac34\varepsilon\right)<t_{\rm eq}<t_L .
\]

For the present spike this places \(t_{\rm eq}\) between 0.803 s and 0.823 s. The next term in the expansion of \((1+y^2)^{-3/2}\) is \(+\tfrac{15}{8}y^4\). Since the mean of \(y^4\) is \(\tfrac34\varepsilon^2\), it contributes \(\tfrac{45}{32}\varepsilon^2\):

\[
t_{\rm eq}\approx t_L\left(1-\tfrac34\varepsilon+\tfrac{45}{32}\varepsilon^2\right)=0.804\ \mathrm s .
\]

Direct numerical integration of the definition also gives 0.804 s. The leading estimate of 0.82 s is thus 2.4 % above the full integral for the same parabola. The closed form and the bracket were tested against direct integration for all combinations of \(E=2,\,3.5,\,5\) eV, \(T_p=1100,\,1323.15,\,1500\) K and \(a=50,\,200,\,800\) K/s². The closed form agreed to better than one part in \(10^7\), and the bracket held in each case.

## Where in the spike the diffusion happens

The drop equals \(\theta_w\) at \(|t|=\tau\). At leading order the share of the equivalent time collected between these two moments is

\[
\frac{\int_{-\tau}^{\tau}e^{-t^2/\tau^2}dt}{\sqrt\pi\,\tau}=\operatorname{erf}(1)=0.84 .
\]

The full exponent gives 0.86. The share is larger because the part of the exponent that the estimate drops, \(-\theta^2/[\theta_w(T_p-\theta)]\), grows with \(\theta\) and suppresses the outer parts of the spike most.

One measure of spike sharpness is the time spent within 50 K of the peak. For the parabola it is \(2\sqrt{50/200}\) s = 1.0 s. This is about a quarter longer than \(t_{\rm eq}\). At leading order, setting \(2\sqrt{\Delta/a}=\sqrt{\pi\theta_w/a}\) shows that the two times would agree for a drop \(\Delta=\pi\theta_w/4\approx34\) K in place of 50 K. The time within 50 K does not depend on \(E\), whereas the equivalent time does.

## How the time scales

**Sharpness.** In the full expression \(a\) appears in the factor \(\sqrt{T_p/a}\) and nowhere else. For a parabola \(t_{\rm eq}\propto a^{-1/2}\) therefore holds without approximation: a fourfold increase in \(a\) halves the time.

**Activation energy.** At leading order \(t_L\propto E^{-1/2}\), with \(T_p\) and \(a\) held fixed. Including the first correction and using \(\varepsilon\propto1/E\),

\[
\frac{d\ln t_{\rm eq}}{d\ln E}\approx-\frac12+\frac34\varepsilon=-0.476 ,
\]

while the numerical derivative of the full integral is \(-0.478\). The same spike is worth 0.94 s for a process with 2.5 eV and 0.68 s for one with 5 eV. It has no single equivalent time that serves all processes.

**Peak temperature.** At fixed \(a\) and \(E\), \(t_L\propto T_p\), which is a weak dependence. The amount of diffusion, \(D(T_p)\,t_{\rm eq}\), is far more sensitive, because \(D(T_p)\) changes by a factor of about \(e^{\Delta T/\theta_w}\). A peak 5 K too high raises \(\int D\,dt\) by 12.7 %, several times the mathematical error of the estimate.

**Two competing processes.** Suppose that a wanted process, such as a step in dopant activation, has activation energy \(E_H\), and that the unwanted diffusion has a lower one, \(E_L\). At leading order each integrated rate is proportional to \(e^{-E/kT_p}\,T_p\,(Ea)^{-1/2}\). In their ratio the factors \(T_p\) and \(a^{-1/2}\) cancel:

\[
\frac{\text{wanted}}{\text{unwanted}}\propto\exp\!\left(-\frac{E_H-E_L}{kT_p}\right).
\]

At this order a sharper spike alone does not improve the ratio, but a hotter one does. Sharpness is what allows the hotter peak without more diffusion. Take \(E_H=5\) eV as a nominal value, \(E_L=3.5\) eV, and a peak raised by 10 K. The ratio grows by the factor \(\exp[(1.5/3.5)(10/43.1)]\approx1.10\). To keep the diffusion fixed, \(a\) must grow as \(T_p^2e^{-2E_L/kT_p}\), which is a factor of about \((1333/1323)^2e^{20/43.1}\approx1.6\). For the pure parabola a gain of 10 % thus costs a 60 % larger curvature. With straight flanks of fixed slope (treated below) the cost is higher, and sharpening the top alone lowers the ratio: for flanks of 250 and 80 K/s it falls by about 5 % when \(a\) goes from 200 to 800 K/s². The argument requires \(E_H>E_L\); with the order reversed, a hotter peak makes the ratio worse.

## A profile in nanometres

Take a rough prefactor \(D_0=1\) cm²/s, in the regime of boron in lightly doped silicon. At the peak \(D=4.66\) nm²/s, and the diffusion length is

\[
\sqrt{2Dt_{\rm eq}}=\sqrt{2\times4.66\times0.804}\ \mathrm{nm}=2.7\ \mathrm{nm}.
\]

Using \(t_L\) instead changes this by 1.2 %, half the relative error of the time, because the length goes as the square root.

Consider a Gaussian profile with initial standard deviation \(\sigma_0=3\) nm, far from any surface. Multiplying \(\partial C/\partial s=\partial^2C/\partial x^2\) by \(x^2\) and integrating twice by parts shows that the variance grows at the rate 2 per unit of \(s\). Hence

\[
\sigma=\sqrt{\sigma_0^2+2Dt_{\rm eq}}=\sqrt{9+7.50}\ \mathrm{nm}=4.06\ \mathrm{nm}.
\]

This was tested by solving the diffusion equation in 800 time steps through the spike, from 2 s before the peak to 2 s after it, on a grid of 0.1 nm. The resulting profile differed from the isothermal Gaussian by at most \(3.4\times10^{-5}\) of the peak height.

## When the flanks are straight

The parabola becomes steeper without limit, whereas a furnace has a greatest heating rate and a wafer cools at a finite rate. Let the parabola pass smoothly into a straight flank of slope \(R\). The slopes match when \(2at_j=R\), so

\[
t_j=\frac{R}{2a},\qquad \theta_j=at_j^2=\frac{R^2}{4a}.
\]

On the flank the drop is \(\theta_j+R\,t'\), with \(t'\) the time measured from the join. With the leading-order weight, one side of the spike contributes

\[
t_{\rm side}\approx\int_0^{t_j}e^{-t^2/\tau^2}dt+\int_0^\infty e^{-(\theta_j+Rt')/\theta_w}dt'
=\frac{\sqrt\pi}{2}\,\tau\,\operatorname{erf}\!\frac{t_j}{\tau}+\frac{\theta_w}{R}\,e^{-\theta_j/\theta_w}.
\]

For heating at 250 K/s the join lies 78 K below the peak, outside the window \(\theta_w\). The parabola covers most of what matters, and the heating side gives 0.405 s by full integration, close to half of 0.804 s. For cooling at 80 K/s the join lies only 8 K below the peak. Most of the window is then crossed on the slow straight flank, and this side gives 0.604 s. The leading formula gives 0.416 s and 0.636 s; it is too long for the same reason as before.

The total is 1.01 s, which is 25 % more than for the full parabola. A curvature read off at the very top of a measured spike can therefore mislead. The test is whether \(R^2/4a\) is well above \(\theta_w\) on both sides.

In the opposite limit, \(R^2/4a\ll\theta_w\), the rounded top is negligible and

\[
t_{\rm eq}\approx\theta_w\left(\frac1{R_{\rm up}}+\frac1{R_{\rm down}}\right)=\frac{kT_p^2}{E}\left(\frac1{R_{\rm up}}+\frac1{R_{\rm down}}\right).
\]

The scaling has changed from \(T_pE^{-1/2}\) to \(T_p^2E^{-1}\). With the same two rates and a sharp tip this gives \(43.1/250+43.1/80\approx0.71\) s at leading order. The full exponent gives 0.67 s, about 6 % less; this difference remains however sharp the tip is.

## Heavy doping and implant damage

In heavily doped p-type silicon, boron diffuses faster. A simple model multiplies \(D\) by \(p/n_i\), the ratio of the hole density to the intrinsic density. For \(N\) ionized acceptors per volume, neutrality and \(np=n_i^2\) give \(p=N+n_i^2/p\), so \(p=N/2+\sqrt{N^2/4+n_i^2}\). With the rough values \(N=10^{20}\) cm⁻³ and \(n_i=10^{19}\) cm⁻³ at the peak, \(p/n_i=10.1\). This density lies at the edge of degeneracy even at 1050 °C, so \(np=n_i^2\) holds only to within ten per cent or worse.

The equivalent time changes too, because \(n_i\) depends on temperature. For \(p\approx N\) and \(n_i\propto T^{3/2}e^{-E_{g0}/2kT}\), where \(E_{g0}\approx1.2\) eV is the gap extrapolated to 0 K, the local activation energy is

\[
kT^2\frac{d\ln(D/n_i)}{dT}=E-\frac{E_{g0}}2-\frac32kT=3.5-0.6-0.17=2.73\ \mathrm{eV}
\]

at the peak. The rate falls off more slowly away from the peak, and full integration gives 0.90 s. The larger effect is on \(D\) itself: the diffusion length for uniform \(p\) rises from 2.7 nm to 9.2 nm. In a real profile \(p\) falls away from the dopant peak, and the enhancement falls with it. The built-in field of the dopants, left out here, makes up part of the difference, but a narrow profile still spreads less than the uniform value suggests.

Implantation leaves excess point defects that speed up the diffusion of boron while they last. As a sizing, assume a hundredfold enhancement during heating up to 900 °C and none afterwards. At 900 °C the normal rate is \(\exp[-(150/1173)/0.0326]\approx0.02\) of the peak rate, so the enhanced rate there is about twice the peak rate. The added equivalent time is 0.17 s, or 21 % of \(t_{\rm eq}\). This is for the parabola. On a straight heating flank of 250 K/s the wafer spends longer near 900 °C, and the added time is 0.25 s. In both cases it is proportional to the assumed enhancement minus one, and so is no more certain than that number.

## Beside a real anneal

A peak near 1050 °C, about a second within 50 K of it, heating at a few hundred K/s and slower cooling are roughly typical of lamp-based spike anneals of silicon. The pure parabola is least realistic on the cooling side, where the assumed 80 K/s moves the time from 0.80 s to 1.01 s. For a heavily doped contact region, the largest of the corrections sized here comes from the dependence of the diffusivity on doping: in the model above it raises the diffusion length by more than a factor of three if \(p\) is uniform, and by less in a narrow profile (about a factor of two for a Gaussian with \(\sigma_0=3\) nm and a peak of \(10^{20}\) cm⁻³, field included). This ranking rests on the assumed hundredfold damage enhancement; an enhancement of one to a few thousand would make damage equally important or larger. The 0.82 s is thus a sound estimate for the stated parabola and a single 3.5 eV process, while the depth of a real junction depends more on doping, damage and the cooling flank than on the 2.4 % error of the formula. The main values are listed in the numerical output below.

## Calculated quantities

```
Peak temperature: 1323.15 K
Coefficient a of t^2: 200 K/s^2
Magnitude of second derivative 2a: 400 K/s^2
Activation energy: 3.50 eV
k Tp: 0.11402 eV
eps = k Tp/E: 0.03258
Temperature window theta_w: 43.10 K
Gaussian time tau: 0.4642 s
Leading estimate t_L: 0.8229 s
Lower bound t_L(1-3eps/4): 0.8027 s
Second-order series: 0.8040 s
Full integral t_eq: 0.8039 s
Closed form with U: 0.8039 s
Excess of t_L over t_eq: 2.36 %
t_L if 200 K/s^2 is the second derivative: 1.1637 s
t_eq if 200 K/s^2 is the second derivative: 1.1368 s
Time within 50 K of peak: 1.000 s
Share of t_eq within theta_w, full: 0.8588
Share of t_eq within theta_w, erf(1): 0.8427
Logarithmic slope of t_eq with E: -0.4777
E = 2.5 eV: t_L 0.9736 s, t_eq 0.9428 s
E = 5.0 eV: t_L 0.6884 s, t_eq 0.6771 s
Diffusivity prefactor (rough): 1.0 cm^2/s
Diffusivity at peak: 4.664 nm^2/s
Diffusion length sqrt(2 D t_eq): 2.738 nm
Same length with t_L: 2.771 nm
Initial profile standard deviation: 3.00 nm
Final deviation, stepped spike: 4.0618 nm
Final deviation, isothermal t_eq: 4.0618 nm
Largest profile misfit / peak height: 3.4e-05
Flank rates, heating and cooling: 250, 80 K/s
Drop below peak at joins: 78.1, 8.0 K
Heating side, full and leading: 0.4050, 0.4162 s
Cooling side, full and leading: 0.6038, 0.6358 s
t_eq with flanks: 1.0087 s
Change by flanks: +25.5 %
Change of integral of D for +5 K at peak: +12.7 %
Acceptors, n_i at peak (rough): 1.0e+20, 1.0e+19 cm^-3
Gap extrapolated to 0 K (rough): 1.20 eV
p/n_i at peak: 10.10
Effective activation energy, heavy doping: 2.729 eV
t_eq heavy doping, full and leading: 0.9023, 0.9319 s
Diffusion length, heavy doping: 9.22 nm
Assumed damage enhancement: 100 up to 900 C
Added equivalent time from damage: 0.1664 s
Added time relative to t_eq: 20.7 %
```
